# Magnetic dipole rate of the hydrogen 21 cm line: a program that tests the result

```python
"""
Result under test, for ground-state hydrogen in Hartree atomic units:
    A_M1 = (4/3) alpha^5 omega^3 S_M,
where A_M1 is the F=1 -> F=0 spontaneous rate, omega the hyperfine angular
frequency, alpha the fine-structure constant, and S_M the squared magnetic
transition vector (Bohr magneton = 1/2). A bare electron spin with factor 2
has S_M = 1/4, hence A_M1 = alpha^5 omega^3 / 3.
Comparison: 2p -> 1s has A_E1 = (4/3) alpha^3 omega^3 S_E, with S_E the
squared position transition vector. The reduced mass m_r is in electron masses.
"""
import numpy as np
from scipy import constants as const

alpha = const.fine_structure
g_e = abs(const.value("electron g factor"))
g_p = const.value("proton g factor")
mass_ratio = const.value("electron-proton mass ratio")
time_unit = const.value("atomic unit of time")
bohr = const.value("Bohr radius")
moment_unit = 2 * const.value("Bohr magneton")
m_r = 1 / (1 + mass_ratio)

# Spatial quadrature in r and polar angle; all integrands are axisymmetric.
nodes, weights = np.polynomial.legendre.leggauss(80)
r = (20 * (nodes + 1))[:, None]
cos_t = nodes[None, :]
sin_t = np.sqrt(1 - cos_t**2)
volume = 2 * np.pi * r**2 * (20 * weights)[:, None] * weights[None, :]


def psi_1s(radius):
    return np.sqrt(m_r**3 / np.pi) * np.exp(-m_r * radius)


# Field at the proton from the curl current of a unit electron moment along z.
# The common magnetic coupling factor alpha^2 is restored below.
x, z = r * sin_t, r * cos_t
step = 1e-5
density_plus = psi_1s(np.sqrt((x + step)**2 + z**2))**2
density_minus = psi_1s(np.sqrt((x - step)**2 + z**2))**2
current_y = -(density_plus - density_minus) / (2 * step)
contact_field = np.sum(volume * x * current_y / r**3)
contact_formula = 8 * np.pi / 3 * psi_1s(0.0)**2
# Finite differencing close to the cusp limits this comparison.
assert abs(contact_field / contact_formula - 1) < 1e-5

# Four-state spin problem: first factor electron, second factor proton.
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
S = np.array([np.kron(p / 2, np.eye(2)) for p in pauli])
I = np.array([np.kron(np.eye(2), p / 2) for p in pauli])
electron_moment = -g_e / 2 * S
proton_moment = g_p * mass_ratio / 2 * I
hamiltonian = -alpha**2 * contact_field * sum(
    electron_moment[i] @ proton_moment[i] for i in range(3))
levels, states = np.linalg.eigh(hamiltonian)
omega_numeric = levels[1] - levels[0]
omega = 2 / 3 * alpha**2 * g_e * g_p * mass_ratio * m_r**3
assert abs(omega_numeric / omega - 1) < 1e-5
assert np.ptp(levels[1:]) < 1e-8 * omega


def transition_vector(moment, upper):
    return np.array([np.vdot(states[:, 0], op @ upper) for op in moment])


simple_moment = -S
full_moment = electron_moment + proton_moment
S_simple = 1 / 4
S_full = ((g_e + g_p * mass_ratio) / 4)**2
mixed = states[:, 1:] @ np.array([1, 2j, -0.5 + 0.3j])
mixed /= np.linalg.norm(mixed)
for upper in [states[:, 1], states[:, 2], states[:, 3], mixed]:
    for moment, expected in [(simple_moment, S_simple), (full_moment, S_full)]:
        strength = np.sum(abs(transition_vector(moment, upper))**2)
        assert abs(strength - expected) < 1e-10

# Singlet and m=0 triplet written out to check the relative spin signs.
singlet = np.array([0, 1, -1, 0]) / np.sqrt(2)
triplet_zero = np.array([0, 1, 1, 0]) / np.sqrt(2)
spin_e = np.vdot(singlet, S[2] @ triplet_zero).real
spin_p = np.vdot(singlet, I[2] @ triplet_zero).real
assert abs(spin_e - 0.5) < 1e-12 and abs(spin_p + 0.5) < 1e-12

# Electric dipole elements directly from the spatial wavefunctions.
psi_2p = (m_r**2.5 / (4 * np.sqrt(2 * np.pi)) * r * cos_t
          * np.exp(-m_r * r / 2))
dipole = np.sum(volume * psi_1s(r) * z * psi_2p)
S_E = 2**15 / 3**10 / m_r**2
assert abs(dipole**2 / S_E - 1) < 1e-9
assert abs(np.sum(volume * psi_1s(r)**2 * z)) < 1e-10

omega_lya = 3 * m_r / 8
A_simple = alpha**5 * omega**3 / 3 / time_unit
A_full = 4 / 3 * alpha**5 * omega**3 * S_full / time_unit
A_lya = (2 / 3)**8 * alpha**3 * m_r / time_unit

# Photon modes of a periodic cube whose side is 50 wavelengths.
shell_radius, half_width = 50, 3
axis = np.arange(-54, 55)
grid = np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1).T
lengths = np.sqrt(np.sum(grid**2, axis=1))
keep = abs(lengths - shell_radius) < half_width
directions = grid[keep] / lengths[keep, None]
polar_1 = np.cross(directions, [1.0, np.sqrt(2), np.sqrt(3)])
polar_1 /= np.linalg.norm(polar_1, axis=1)[:, None]
polar_2 = np.cross(directions, polar_1)


def mode_sum_rate(vector_si, omega_si, magnetic):
    """Golden rule in SI units: sum of squared couplings per frequency width."""
    box = (shell_radius * 2 * np.pi * const.c / omega_si)**3
    field_squared = const.mu_0 * const.hbar * omega_si / (2 * box)
    if not magnetic:
        field_squared = const.hbar * omega_si / (2 * const.epsilon_0 * box)
    total = 0.0
    for polarization in (polar_1, polar_2):
        field = np.cross(directions, polarization) if magnetic else polarization
        total += np.sum(abs(field @ vector_si)**2)
    window = 2 * half_width / shell_radius * omega_si
    return 2 * np.pi / const.hbar**2 * field_squared * total / window


vector_simple = transition_vector(simple_moment, mixed) * moment_unit
vector_full = transition_vector(full_moment, mixed) * moment_unit
vector_E = np.array([0, 0, dipole]) * const.e * bohr
modes_simple = mode_sum_rate(vector_simple, omega / time_unit, True)
modes_full = mode_sum_rate(vector_full, omega / time_unit, True)
modes_E = mode_sum_rate(vector_E, omega_lya / time_unit, False)
# One percent allows for the finite shell and the discreteness of its modes.
assert abs(modes_simple / A_simple - 1) < 0.01
assert abs(modes_full / A_full - 1) < 0.01
assert abs(modes_E / A_lya - 1) < 0.01

frequency_factor = (omega / omega_lya)**3
strength_factor = S_simple / S_E
ratio = frequency_factor * alpha**2 * strength_factor
# The common mode-counting error cancels in this ratio.
assert abs(modes_simple / modes_E / ratio - 1) < 1e-6
A_at_lya = ratio / frequency_factor * A_lya
modes_at_lya = mode_sum_rate(vector_simple, omega_lya / time_unit, True)
assert abs(modes_at_lya / A_at_lya - 1) < 0.01
assert abs(A_simple - 2.87e-15) < 0.005e-15

frequency = omega / (2 * np.pi * time_unit)
wavelength = const.c / frequency
assert 0.210 < wavelength < 0.212

print(f"alpha = {alpha:.8f}")
print(f"alpha^2 = {alpha**2:.5e}")
print(f"alpha^5 = {alpha**5:.5e}")
print(f"electron g factor (positive) = {g_e:.6f}")
print(f"proton g factor = {g_p:.6f}")
print(f"electron/proton mass ratio = {mass_ratio:.6e}")
print(f"reduced mass = {m_r:.7f} electron masses")
print(f"atomic unit of time = {time_unit:.6e} s")
print(f"contact field / alpha^2, quadrature = {contact_field:.6f} a.u.")
print(f"contact field / alpha^2, formula = {contact_formula:.6f} a.u.")
print(f"hyperfine omega = {omega:.5e} a.u.")
print(f"hyperfine frequency = {frequency / 1e6:.2f} MHz")
print(f"hyperfine wavelength = {wavelength * 100:.3f} cm")
print(f"<00|S_z|10> = {spin_e:.3f}")
print(f"<00|I_z|10> = {spin_p:.3f}")
print(f"S_M, simple moment = {S_simple:.6f} a.u.")
print(f"S_M, full moment = {S_full:.6f} a.u.")
print(f"hyperfine omega^3 = {omega**3:.5e} a.u.")
print(f"A_M1, simple moment = {A_simple * time_unit:.4e} a.u.")
print(f"A_M1, simple moment = {A_simple:.4e} s^-1")
print(f"A_M1, simple, mode sum = {modes_simple:.4e} s^-1")
print(f"A_M1, full moment = {A_full:.4e} s^-1")
print(f"A_M1, full, mode sum = {modes_full:.4e} s^-1")
print(f"increase from full moment = {100 * (A_full / A_simple - 1):.3f} %")
print(f"lifetime, simple = {1 / A_simple / const.Julian_year:.4e} years")
print(f"lifetime, full = {1 / A_full / const.Julian_year:.4e} years")
print(f"Lyman alpha omega = {omega_lya:.6f} a.u.")
print(f"<1s|z|2p0> = {dipole:.6f} bohr")
print(f"S_E = {S_E:.6f} bohr^2")
print(f"A_E1, Lyman alpha = {A_lya * time_unit:.4e} a.u.")
print(f"A_E1, Lyman alpha = {A_lya:.4e} s^-1")
print(f"A_E1, mode sum = {modes_E:.4e} s^-1")
print(f"Lyman alpha lifetime = {1e9 / A_lya:.4f} ns")
print(f"frequency ratio = {omega / omega_lya:.5e}")
print(f"frequency ratio cubed = {frequency_factor:.4e}")
print(f"frequency^3 times alpha^2 = {frequency_factor * alpha**2:.4e}")
print(f"strength ratio S_M/S_E, simple = {strength_factor:.5f}")
print(f"rate ratio A_M1/A_E1, simple = {ratio:.4e}")
print(f"rate ratio A_M1/A_E1, full = {A_full / A_lya:.4e}")
print(f"log10 frequency factor = {np.log10(frequency_factor):.3f}")
print(f"log10 alpha^2 = {np.log10(alpha**2):.3f}")
print(f"log10 strength ratio = {np.log10(strength_factor):.3f}")
print(f"log10 rate ratio, simple = {np.log10(ratio):.3f}")
print(f"estimate without strength ratio = "
      f"{A_lya * frequency_factor * alpha**2:.4e} s^-1")
print(f"simple M1 rate at Lyman alpha omega = {A_at_lya:.4e} s^-1")
print("all assertions hold")
```

It prints:

```
alpha = 0.00729735
alpha^2 = 5.32514e-05
alpha^5 = 2.06932e-11
electron g factor (positive) = 2.002319
proton g factor = 5.585695
electron/proton mass ratio = 5.446170e-04
reduced mass = 0.9994557 electron masses
atomic unit of time = 2.418884e-17 s
contact field / alpha^2, quadrature = 2.662314 a.u.
contact field / alpha^2, formula = 2.662314 a.u.
hyperfine omega = 2.15890e-07 a.u.
hyperfine frequency = 1420.49 MHz
hyperfine wavelength = 21.105 cm
<00|S_z|10> = 0.500
<00|I_z|10> = -0.500
S_M, simple moment = 0.250000 a.u.
S_M, full moment = 0.251342 a.u.
hyperfine omega^3 = 1.00623e-20 a.u.
A_M1, simple moment = 6.9407e-32 a.u.
A_M1, simple moment = 2.8694e-15 s^-1
A_M1, simple, mode sum = 2.8706e-15 s^-1
A_M1, full moment = 2.8848e-15 s^-1
A_M1, full, mode sum = 2.8860e-15 s^-1
increase from full moment = 0.537 %
lifetime, simple = 1.1044e+07 years
lifetime, full = 1.0985e+07 years
Lyman alpha omega = 0.374796 a.u.
<1s|z|2p0> = 0.745341 bohr
S_E = 0.555534 bohr^2
A_E1, Lyman alpha = 1.5154e-08 a.u.
A_E1, Lyman alpha = 6.2649e+08 s^-1
A_E1, mode sum = 6.2675e+08 s^-1
Lyman alpha lifetime = 1.5962 ns
frequency ratio = 5.76019e-07
frequency ratio cubed = 1.9112e-19
frequency^3 times alpha^2 = 1.0178e-23
strength ratio S_M/S_E, simple = 0.45002
rate ratio A_M1/A_E1, simple = 4.5801e-24
rate ratio A_M1/A_E1, full = 4.6046e-24
log10 frequency factor = -18.719
log10 alpha^2 = -4.274
log10 strength ratio = -0.347
log10 rate ratio, simple = -23.339
estimate without strength ratio = 6.3761e-15 s^-1
simple M1 rate at Lyman alpha omega = 1.5013e+04 s^-1
all assertions hold
```
